Free Chain Ends and the Stretching Energy of a Molten Polymer Brush

Q: Alexander's picture of a brush stretches every chain alike, with all free ends at the top. I am told that this overestimates the elastic energy. Before comparing anything, what is the system, and what does "elastic energy" mean?

A: The brush is flat and free of solvent. It has σ chains per unit area, each with N units of volume v, grafted by one end at height z = 0. The melt is incompressible, so the chains above unit area fill the volume h × 1:

h = Nvσ.

At fixed N and v, equal height therefore means equal grafting density. I hold both fixed.

Each chain is Gaussian with statistical length b per unit. I count n from the free end, so that n = N is the graft and z(N) = 0. A mean path z(n) costs

E/kT = (3/(2b²)) ∫₀ᴺ z′² dn,  z′ = dz/dn.

This is an entropy loss, written as a free energy. By elastic energy I mean this quantity averaged over the chains. It omits fluctuations about the paths and the entropy of placing the ends. Stretching is measured by

s = h²/(Nb²),

and the description by paths is meant for s ≫ 1, where the elastic energy, proportional to s, outweighs what is omitted.

Q: Incompressibility must do more than fix the height. Otherwise the chains would simply collapse towards the wall.

A: It demands the same density at every height. Each chain contributes N units, so on average N/h of them lie in each unit of height. Hence for any function q(z), with ⟨ ⟩ the average over chains,

⟨∫₀ᴺ q(z(n)) dn⟩ = (N/h) ∫₀ʰ q(z) dz.  (1)

The case q = z² will matter:

⟨∫₀ᴺ z² dn⟩ = (N/h)(h³/3) = Nh²/3.  (2)

Any arrangement of paths that satisfies (1) is admissible.

Q: Then start with Alexander's. Perhaps it is merely a poor choice among the states with all ends at the top, and the comparison is unfair.

A: It is the best of those states. If z(0) = h and z(N) = 0, the integral of −z′ over the chain is h. The Cauchy–Schwarz inequality gives

h² = (∫₀ᴺ (−z′)·1 dn)² ≤ N ∫₀ᴺ z′² dn,

so ∫z′² dn ≥ h²/N, with equality when z′ is constant. The uniformly stretched path z = h(1 − n/N) puts N/h units in each unit of height, so it also satisfies (1). The least energy per chain with ends held at h is

E_A/kT = (3/(2b²))(h²/N) = (3/2)s.  (3)

Any improvement must come from releasing the ends.

Q: Could I keep the uniform stretching and merely spread the ends over different heights? Shorter paths cost less.

A: That would not fill space. Let g(z₀)dz₀ be the fraction of chains whose ends lie between z₀ and z₀ + dz₀. A uniformly stretched chain ending at z₀ has N/z₀ units per unit height below z₀ and none above. Uniform density would require

∫_z^h g(z₀)(N/z₀) dz₀ = N/h for every z < h.

The right side does not depend on z. Differentiating gives −g(z)N/z = 0, so no end may lie below h, and we are back at Alexander's state. Spread ends need non-uniform stretching as well.

Q: Non-uniform stretching costs energy, by your own Cauchy–Schwarz argument. How do you know that the trade is favourable, and how far it can go?

A: There is a lower bound that covers every admissible arrangement. Set

κ = π/(2N)

and consider, for any path with z(N) = 0, the non-negative integral

J = ∫₀ᴺ [z′ + κz tan(κn)]² dn.

Expanding the square gives

J = ∫₀ᴺ [z′² + 2κzz′ tan(κn) + κ²z² tan²(κn)] dn.

The middle term can be rewritten with the product rule:

2κzz′ tan(κn) = d/dn[κz² tan(κn)] − κ²z²[1 + tan²(κn)].

The tan² terms cancel, leaving

J = ∫₀ᴺ z′² dn − κ² ∫₀ᴺ z² dn + [κz² tan(κn)]₀ᴺ.  (4)

Q: The tangent diverges at n = N. You cannot drop that boundary term without a reason.

A: Near the graft, tan(κn) grows as 1/[κ(N − n)], so I need z²/(N − n) to vanish there. Since z(N) = 0, Cauchy–Schwarz on the last piece of chain gives

z(n)² ≤ (N − n) ∫ₙᴺ z′² dm.

The remaining integral tends to zero as n → N whenever the elastic energy is finite. The upper boundary term therefore vanishes. At n = 0 the tangent is zero, whatever the height or slope of the free end. Since J ≥ 0,

∫₀ᴺ z′² dn ≥ (π/(2N))² ∫₀ᴺ z² dn.  (5)

Equality requires z′ = −κz tan(κn), whose solution is

z(n) = z₀ cos(πn/(2N)).  (6)

This is a quarter of a cosine wave. Its slope vanishes at the free end, although I did not impose that.

Q: Inequality (5) concerns one chain. What makes it a statement about the brush?

A: Average it over the chains and use (2), which holds for every admissible arrangement:

⟨E⟩/kT ≥ (3/(2b²)) · (π²/(4N²)) · ⟨∫₀ᴺ z² dn⟩
= (3/(2b²)) · (π²/(4N²)) · (Nh²/3)
= π²h²/(8Nb²)
= (π²/8)s.  (7)

No end distribution or force field has been assumed.

Q: A lower bound is not yet an energy. Perhaps no arrangement reaches it.

A: To reach it, every chain must follow (6), and the end heights must be distributed so that the density is uniform. For a chain ending at z₀,

|z′| = κz₀ sin(κn) = κ√(z₀² − z²),

so it places 1/[κ√(z₀² − z²)] units in unit height at z < z₀. Summed over the chains that reach z, this must equal N/h:

∫_z^h g(z₀)/√(z₀² − z²) dz₀ = κN/h = π/(2h).  (8)

To solve for g, multiply by z/√(z² − y²) and integrate over z from y to h. On the left, exchange the order of integration. The inner integral is

I = ∫_y^{z₀} z dz/[√(z₀² − z²)√(z² − y²)].

Put z² = y² + (z₀² − y²)sin²θ. Then z dz = (z₀² − y²) sinθ cosθ dθ, and the product of the roots is (z₀² − y²) sinθ cosθ. Thus I is the integral of dθ from 0 to π/2, which is π/2. The right side of (8) becomes

(π/(2h)) ∫_y^h z dz/√(z² − y²) = (π/(2h))√(h² − y²).

Dividing both sides by π/2 leaves

∫_y^h g(z₀) dz₀ = √(h² − y²)/h.  (9)

At y = 0 this equals one, so g is normalized. Minus the derivative with respect to y gives

g(y) = y/[h√(h² − y²)],  (10)

which is nowhere negative.

Q: You have shown what g must be if a solution exists. Does it satisfy (8)?

A: Inserting (10) into (8) gives

(1/h) ∫_z^h z₀ dz₀/[√(h² − z₀²)√(z₀² − z²)] = (1/h)(π/2),

by the same substitution. The density is uniform, so the state is admissible and the bound is its energy.

The sum over chains agrees. For one chain, ∫₀ᴺ sin²(κn) dn = N/2, so

E(z₀)/kT = (3/(2b²)) κ²z₀² (N/2) = 3π²z₀²/(16Nb²).

Integrating by parts with (9),

⟨z₀²⟩ = ∫₀ʰ 2y √(1 − y²/h²) dy = 2h²/3.

The product is again π²h²/(8Nb²).

Q: So what is the factor between the two minima?

A: Divide (7), now an equality, by (3):

⟨E⟩/E_A = (π²/8)/(3/2) = π²/12 ≈ 0.822.  (11)

At equal height, releasing the ends lowers the elastic energy by 17.75 % of Alexander's value. The energy is multiplied by π²/12; it is not lowered by that fraction. In this model the ratio does not depend on N, b, v or σ.

Q: I still find the state odd. A chain ending near the wall pays almost nothing, while one ending at the top pays more than in Alexander's state. Why do all ends not move down?

A: The top chain does pay more: with z₀ = h its energy is (3π²/16)s ≈ 1.85s, against 1.5s. What balances this is the pressure that keeps the density uniform. Represent it by an energy w(z), in units of kT, for each unit at height z. A path that minimizes E/kT + ∫w dn obeys

(3/b²) z″ = dw/dz.

For (6), z″ = −κ²z, so

w(z) = w₀ − (3κ²/(2b²)) z² = w₀ − 3π²z²/(8N²b²).

The field is an inverted parabola that draws units upwards. With it, the total for any path is

E/kT + ∫₀ᴺ w dn = w₀N + (3/(2b²)) [∫₀ᴺ z′² dn − κ² ∫₀ᴺ z² dn].

By (5) the bracket is zero for every quarter wave, whatever z₀. A chain ending high pays more for stretching and gains as much from the field. At this order its end is indifferent to height, and uniform filling selects the distribution (10).

Alexander's state lacks this balance. Its chains carry the tension

f = (3kT/b²)(h/N)

right up to their free ends, where nothing in the model pulls. An outside constraint would have to hold the ends at the top.

Q: Give me a brush with numbers.

A: Take N = 2000, b = 0.7 nm, v = 0.17 nm³, σ = 0.3 nm⁻² and 423 K. Then

h = 2000 × 0.17 × 0.3 = 102 nm,
Nb² = 2000 × 0.49 = 980 nm²,
s = 102²/980 = 10.6.

The elastic energies per chain are

Alexander: 1.5 × 10.616 = 15.92 kT,
free ends: 1.2337 × 10.616 = 13.10 kT,

a gain of 2.83 kT. Multiplying by σ, and using 1 kT/nm² = 5.84 mJ/m² at this temperature, gives 27.9 and 22.9 mJ/m², a gain of 4.95 mJ/m².

Alexander's tension is 3 × 102/980 = 0.312 kT/nm all along the chain. With free ends, the tension of the tallest chains rises from zero at the end to π/2 times that value, 0.490 kT/nm, at the graft. By (9), a fraction √(1 − 0.9²) = 43.6 % of the ends lie in the top tenth of the brush. The ends are spread throughout, but far from evenly.

Q: With s near ten, "strongly stretched" is a modest claim. Real chains fluctuate. Does the factor survive?

A: One can compute fluctuating chains without assuming (6), (10) or a parabolic field. I represented each chain by 240 beads joined by Gaussian steps, between reflecting walls at 0 and h. The height was divided into 120 cells, and a field value in each cell was adjusted by Newton iteration until the density was uniform. The free energy F is then measured relative to grafted walks without the density constraint. It includes end placement and fluctuations.

To isolate the part that grows with s, I took the mean slope [F(2s) − F(s)]/s, starting at s = 10.616:

free ends: 1.204 kT,
ends held in the top cell: 1.456 kT,
ratio: 0.827.

The path theory gives 1.234, 1.5 and 0.822. With the numbers of beads and cells varied separately, between 120 and 400 beads and between 120 and 165 cells, the free-end slope moves by at most 0.002 kT, the pinned slope by about 0.003 kT and the ratio by about 0.001.

Q: Both slopes are low by a few per cent. Is that error, or physics?

A: Most of it can be estimated. The probability density for a Gaussian path to arrive at a given height has a prefactor proportional to 1/√(Nb²). Summed over heights that scale with h, this gives a factor proportional to h/√(Nb²) = √s, and so a term −½ ln s in F/kT. Between s and 2s it changes the mean slope by

−ln 2/(2s) = −0.693/21.2 = −0.033.

That takes 1.234 to 1.201, near the computed 1.204. The same term applies to pinned ends, since the top cell is a fixed fraction of h. It takes 1.5 to 1.467, against the computed 1.456. Part of the remaining 0.011 is discretization: going from 120 to 165 cells raises the pinned slope by about 0.001, going from 240 to 400 beads raises it by about as much, and holding the ends exactly at h instead of in the top cell gives 1.459. The centre of that cell lies at h(1 − 1/240), but this does not lower the energy as the square of the end height, because the chains must still fill the space up to h. I have not accounted for the rest.

A further run at s/2 tests the logarithm. The combination F(2s) − 3F(s) + 2F(s/2) removes constants and terms linear in s, and a term −½ ln s would make it ½ ln 2 = 0.347 kT. The computed values are 0.36 kT for pinned ends and 0.26 kT for free ends. The logarithm thus describes pinned ends well, while with free ends other corrections are still visible. These are leading estimates, not a full theory of the corrections.

At s = 10.6 the full free energy with free ends is about 11.9 kT per chain (the choice of mesh moves it by several hundredths of a kT), some 1.2 kT below the elastic value of 13.10 kT. The omitted terms are thus about 9 % of the elastic energy. The mean square end height is 0.620h² at s and 0.639h² at 2s, below the limiting 0.667h² and closer to it at the stronger stretching.

Q: You could make s larger by grafting more densely. Does the theory then keep improving?

A: Not indefinitely, because a Gaussian chain can be stretched without limit and a real one cannot. Give each unit a contour length ℓ = 0.25 nm. The mean extension is 102/(2000 × 0.25) = 0.204 of full length. At the graft of the tallest chains it is π/2 times larger, 0.320.

To size the effect, replace the Gaussian by a freely jointed chain with the same contour length and unstretched size. It has Nℓ²/b² = 255 rigid segments. At fractional extension x each costs, in units of kT,

xβ − ln(sinhβ/β),  x = cothβ − 1/β,

which reduces to 3x²/2 for small x. The uniformly stretched state now costs 16.13 kT. Averaging this law numerically along the quarter-wave paths gives 13.35 kT, a ratio of 0.828.

Those paths still fill space but are no longer optimal, so 13.35 kT is an upper bound on the free-end minimum. The cost is convex in x, so uniform stretching remains best for pinned ends. The ratio of the two minima in this jointed-chain model is therefore at most 0.828 here.

Since s = h²/(Nb²) while the mean extension is h/(Nℓ), a longer chain at fixed extension has a larger s. Long chains can therefore combine a large s with a small extension, which is where π²/12 applies. Denser grafting at fixed N raises both.

Q: How does your example compare with a brush someone could make?

A: The parameters are round values in the rough regime of long, dense brushes grown from initiators on a surface. A chain of 2000 units is towards the long end, and was chosen to reach strong stretching with moderate extension. Real brushes also break the assumption of identical chains. Alexander's picture, in which all chains follow the same path, shows how much that can matter. Let S(m) be the fraction of chains longer than m units, now counted from the graft, and let all chains that possess unit m have it at the same height. Filling requires dz/dm = vσS(m), so the energy per grafted chain is

E/kT = (3/(2b²)) ∫ S(vσS)² dm = (3/2)s ∫ S³ dx,  x = m/N,

where N is now the mean length. The height is unchanged, because ∫S dx = 1. For a gamma distribution of lengths with a weight-to-number average ratio of 1.1, numerical integration gives ∫S³dx = 0.745. The stretching now weakens with height as chains end, and this modest spread lowers Alexander's energy by about 25 %, more than releasing the ends does for identical chains. An absolute energy therefore needs the length distribution. I have not shown here that the factor π²/12 applies to mixed lengths.

Q: What does this change for pattern multiplication, where block copolymers fill a coarse guide pattern with finer lines?

A: It changes the predicted line period, because there the height is not fixed. Let N now count both blocks of a symmetric diblock with equal b and v, and let L be the lamellar period. Each domain, L/2 thick, holds two opposed brushes of height L/4 made of blocks with N/2 units. With elastic coefficient A, the two blocks cost

2A(L/4)²/[(N/2)b²] = AL²/(4Nb²).

One block fills the volume Nv/2 = aL/4, so each diblock occupies an interfacial area a = 2Nv/L. With interfacial tension γ,

E/kT = AL²/(4Nb²) + 2Nvγ/(LkT).

Setting the derivative with respect to L to zero gives

AL/(2Nb²) = 2Nvγ/(L²kT),
L³ = 4N²b²vγ/(AkT).  (12)

At fixed N, b, v, γ and temperature, L varies as A^(−1/3). Using Alexander's 3/2 in place of π²/8 shortens the period by the factor (π²/12)^(1/3) = 0.937.

For N = 500, γ = 1.5 mJ/m² and the previous b, v and temperature, γ/kT = 1.5/5.84 = 0.257 nm⁻². The periods are 25.9 nm with free ends and 24.3 nm with Alexander's coefficient.

Q: Would you set a guide pitch by the 25.9 nm?

A: No. The period has the size met in lamellar copolymers used for line multiplication, but the tension is an assumed round value, and the stretching ratio of each block is

s = (25.88/4)²/(250 × 0.49) = 0.34.

That is not strong stretching. The elastic energy is then below kT per block, and the omitted fluctuation and end terms need not be small beside it.

Nor is the interface thin, as the formula assumes. For long chains with a narrow interface, γ = (kT b/v)√(χ/6), where χ measures the repulsion between unlike units. The assumed tension then means χN ≈ 11.7, barely above the value of about 10.5 at which a symmetric diblock orders in mean-field theory. The same theory gives an interface 2b/√(6χ) = 3.7 nm wide, in domains only 12.9 nm thick. The 6 % difference between the periods shows how the formula responds to its elastic coefficient; it does not measure the formula's error. Self-consistent mean-field theory at χN = 11.7, which assumes neither strong stretching nor a thin interface, gives a period of about 22 nm, below both values. A guide pitch for such a material should rest on a measured period, or on a calculation that remains valid at weak stretching.
